Dielectric screening by a substrate across a nanometre-scale gap

**Problem**

Charges lie in a plane in vacuum, at height d above the flat surface of a thick insulator of relative permittivity ε. The effective dielectric constant ε_eff(q) at in-plane wavevector q is the interaction between these charges without the insulator, divided by the interaction with it.

(a) Find ε_eff(q), and state when the gap may be ignored.

(b) For ε = 3.9, d = 0.3 nm and q = 1 nm⁻¹, show that ε_eff is 1.48, not the zero-gap value 2.45.

(c) Find the repulsion of two electrons in the plane at distance r = 1 nm. Is it reduced by the same factor 1.48?

(d) Suppose the plane is a sheet of undoped graphene, with Dirac velocity v = 10⁶ m/s. Its own electrons also screen. How does this change the comparison in (b)?

**Solution**

The insulator fills z < 0 and responds as a local, isotropic medium with its static permittivity. SI electrostatics is used, with lengths in nm and energies in eV.

**(a) The effective dielectric constant**

Any charge pattern in the plane is a sum of plane waves, and the system looks the same in every in-plane direction, so one wave is enough. Let the sheet charge at z = d be σ cos(qx), with q > 0, and write the potential as φ(z) cos(qx). Away from the sheet and the surface, Poisson's equation gives

φ″ − q²φ = 0,

whose solutions are exp(qz) and exp(−qz).

Without the insulator, the potential must decay on both sides of the sheet, so φ = A exp(−q|z − d|). By Gauss's law the slope φ′ drops by σ/ε₀ on crossing the sheet upwards. The slope is qA just below and −qA just above, so 2qA = σ/ε₀ and

φ₀(z) = σ exp(−q|z − d|)/(2ε₀q).

With the insulator, the vacuum region may also contain a wave that decays upwards from the surface. In the insulator the potential must decay downwards. Hence

z > 0: φ = (σ/2ε₀q) [exp(−q|z − d|) − R exp(−q(z + d))]

z < 0: φ = (σ/2ε₀q) T exp(q(z − d)).

The first term already supplies the slope change at the sheet. Two conditions remain at z = 0, where there is no free charge. Continuity of φ, after division by the common factor exp(−qd), gives

1 − R = T.

Continuity of the normal displacement, ε ∂φ/∂z, requires the slope on the vacuum side. Just above the surface z < d, so the first term is exp(q(z − d)), with slope +q exp(−qd). The second has slope +qR exp(−qd). Therefore

1 + R = εT.

Adding the two conditions gives T = 2/(1 + ε), and then

R = 1 − T = (ε − 1)/(ε + 1) ≡ β.

In the plane of the charges, z = d, the potential is (σ/2ε₀q)[1 − β exp(−2qd)]. Without the insulator it is σ/(2ε₀q). The ratio is

ε_eff(q) = 1/[1 − β exp(−2qd)].

The field of the wave decays by exp(−qd) on the way to the surface, and the field of the surface charge it induces decays by the same factor on the way back.

For qd → ∞ the insulator is out of reach and ε_eff → 1. For qd → 0,

ε_eff → 1/(1 − β) = (1 + ε)/2,

the average of the permittivities on the two sides. To see how soon this limit fails, expand exp(−2qd) ≈ 1 − 2qd:

1/ε_eff ≈ (1 − β) + 2βqd = [2/(1 + ε)] [1 + (ε − 1)qd],

where 2β/(1 − β) = ε − 1 was used. Without the expansion, the bracket is exactly 1 + (ε − 1)[1 − exp(−2qd)]/2, so the zero-gap value is too large by the fraction (ε − 1)[1 − exp(−2qd)]/2. Since 1 − exp(−2qd) never exceeds 2qd, this fraction never exceeds (ε − 1)qd. The gap may be ignored when this fraction is small, and (ε − 1)qd ≪ 1 is enough. For a substrate of high permittivity this is much stricter than qd ≪ 1.

**(b) The numbers**

The reflection factor is β = 2.9/4.9 = 0.5918, and the decay factor is exp(−0.6) = 0.5488. Their product is 0.3248, so

ε_eff = 1/(1 − 0.3248) = 1.48.

With d = 0 the result would be (1 + 3.9)/2 = 2.45, which is 65% larger than 1.48. Here (ε − 1)qd = 2.9 × 0.3 = 0.87, which is not small, although the gap is less than a third of a nanometre.

For two electrons the bare interaction at this wavevector is e²/(2ε₀q) = 9.05 eV nm². With the substrate it becomes 6.11 eV nm². The zero-gap formula gives 3.69 eV nm², about 40% too low.

A numerical solution of Poisson's equation on a grid in z, which does not use the formula of part (a), gives 1.4811 with the gap and 2.4500 without it, in agreement with the formulas to the digits shown.

At fixed d and ε, the result depends strongly on wavevector:

q = 0.1 nm⁻¹: ε_eff = 2.26
q = 0.3 nm⁻¹: ε_eff = 1.98
q = 1 nm⁻¹: ε_eff = 1.48
q = 3 nm⁻¹: ε_eff = 1.11

A substrate of unlimited permittivity makes the point sharper. Then β → 1, and at the same q and d

ε_eff → 1/(1 − 0.5488) = 2.22.

The zero-gap formula would give infinity. Across this gap, at this wavevector, no choice of ε > 1 can bring ε_eff up to 2.45.

**(c) Two electrons at a given distance**

The interaction at wavevector q is

V(q) = (e²/2ε₀q) [1 − β exp(−2qd)].

Its two terms can be turned into functions of distance without doing an integral. The vacuum solution of part (a) shows that a point charge e, seen by another charge e in a parallel plane a height h away, has the interaction (e²/2ε₀q) exp(−qh) at wavevector q. In real space this is Coulomb's law at in-plane distance r and vertical separation h. The first term of V(q) has h = 0 and the second has h = 2d, so

V(r) = (e²/4πε₀) [1/r − β/√(r² + 4d²)].

The second term is the interaction with an image charge −βe at depth d below the surface. At r = 1 nm, √(1 + 0.36) = 1.166, and e²/(4πε₀r) = 1.440 eV. Therefore

V = 1.440 eV × (1 − 0.5918/1.166) = 0.709 eV.

The repulsion is reduced by a factor 2.03, not 1.48. There is no contradiction: V(r) is a sum over all wavevectors, and the ratio of two such sums need not equal the ratio of their terms at q = 1/r. The sum runs over a whole range of wavevectors, and ε_eff varies across it. The value 1.48 therefore belongs to a wavevector and should not be inserted into Coulomb's law at r = 1 nm.

**(d) Screening by the graphene itself**

The sheet is treated in mean field: each electron responds to the total potential, to first order. Near a Dirac point the states of wavevector **k** have energies ±ħvk and spinors (1, ±exp(iθ))/√2, where θ is the direction of **k**. The lower band is full and the upper one empty.

Apply a static potential energy U cos(**q**·**r**), which is the sum of two waves of amplitude U/2. Each wave mixes a filled state **k** with an empty state at **k**′ = **k** ± **q**. Mixing among filled states cancels in pairs and leaves the density unchanged. For sheet area A, first-order perturbation theory changes the density of one filled state by

−(U/A) cos(**q**·**r**) Σ± M²/[ħv(k + k′)],

where the factor 2 from the cross term in |ψ|² has cancelled the 1/2 in U/2. Here M² is the squared overlap of the two spinors:

M² = |1 − exp(iα)|²/4 = (1 − cos α)/2,

with α the angle between **k** and **k**′. After summation over **k** the two signs contribute equally, which gives a factor 2. Spin and the two valleys give a factor 4. The density change is thus −χU cos(**q**·**r**), with

χ = 8 ∫ d²k/(2π)² M²/[ħv(k + k′)].

Since k and k′ are the distances from two points separated by q, elliptic coordinates fit the integral:

k + k′ = q cosh μ, k − k′ = q cos ν, d²k = kk′ dμ dν,

with μ from 0 to ∞ and ν from 0 to 2π. The cosine rule, q² = k² + k′² − 2kk′ cos α, gives

1 − cos α = [q² − (k − k′)²]/(2kk′) = q² sin²ν/(2kk′),

so M² = q² sin²ν/(4kk′). The factors kk′ cancel, and

∫ d²k M²/(k + k′) = (q/4) ∫ sin²ν dν ∫ dμ/cosh μ = (q/4)(π)(π/2) = π²q/8.

Multiplying by 8/(4π²ħv) gives χ = q/(4ħv). A direct numerical sum over the spinor states gives the same coefficient, 0.2500.

An electron has potential energy −eφ, so the density change is +χeφ and the induced charge is −e²χφ. The potential in the plane comes from the external and induced charges together, both screened by the substrate:

φ = (σ − e²χφ)/(2ε₀q ε_eff).

Solving for φ,

φ = σ/[2ε₀q(ε_eff + G)], G = e²χ/(2ε₀q) = e²/(8ε₀ħv).

In the Dirac model at zero temperature, the sheet adds a constant to ε_eff, independent of q and of the gap. At finite temperature this holds only for q well above k_BT/ħv, about 0.04 nm⁻¹ at 300 K. There thermal carriers leave G at 3.44 for q = 1 nm⁻¹ but raise it to about 3.6 at 0.3 nm⁻¹ and 5.6 at 0.1 nm⁻¹. With ħv = 0.658 eV nm, G = 9.048 × 0.2500/0.658 = 3.44. The total is

1.48 + 3.44 = 4.92 with the gap,
2.45 + 3.44 = 5.89 without it.

The substrate's contribution is unchanged, but ignoring the gap now overestimates the total by 20% instead of 65%. The value 1.48 describes the surroundings; the total also includes the mean-field response of the sheet's Dirac electrons. Graphene's other electrons polarize too, and their screening is not included here. G scales as 1/v, so v = 1.2 × 10⁶ m/s would give 2.86. The coupling e²/(4πε₀ħv) = 2.19 is not small, and corrections beyond mean field are not estimated here.

**Comparison with real devices**

The parameters are rough typical values for graphene on silicon dioxide. The largest correction among those estimated here is the sheet polarization of part (d). A carrier density of 10¹² cm⁻² changes χ at q = 1 nm⁻¹ by about 1% at zero temperature. The change is small because q is well above twice the Fermi wavevector, 0.35 nm⁻¹. At smaller q it is large: at 300 K the same density makes χ about 1.5 times q/(4ħv) at q = 0.3 nm⁻¹ and about 4 times at q = 0.1 nm⁻¹. The remaining estimates are for ε_eff without the sheet's own screening, and each changes one feature with the others held fixed:

- For charges that move too fast for the oxide's lattice to follow, its permittivity is roughly 2.1, and ε_eff falls to 1.24.
- A gap of 0.25 nm gives 1.56, and one of 0.35 nm gives 1.42.
- Spreading the charge vertically as a Gaussian of rms width 0.07 nm, a rough value, gives 1.54. Almost all of the shift comes from the direct interaction, which the spread weakens by about 7%. The reflected one grows by only 0.5%, because exp(−qz) gains slightly more from charge nearer the surface than it loses from charge farther away.
- An oxide 2 nm thick on silicon, of permittivity roughly 12, gives 1.49.

Even the first decimal of 1.48 is therefore a property of the stated model, not a prediction for a particular device. The model also gives the oxide a sharp surface and a local permittivity, although the gap is comparable with atomic spacings; the error from this is not estimated here. A material placed on top of the sheet would break the assumption of vacuum above and require a new matching calculation. The numerical output below lists the main values.

Computed results

```
substrate permittivity: 3.9
gap d: 0.3 nm; wavevector q: 1.0 1/nm
beta: 0.5918
decay factor exp(-2qd): 0.5488
product beta*exp(-2qd): 0.3248
eps_eff, formula: 1.4811
eps_eff, Poisson grid: 1.4811
zero-gap value, formula: 2.4500
zero-gap value, Poisson grid: 2.4500
zero-gap value / eps_eff: 1.654
bare interaction at q: 9.048 eV nm^2
interaction with substrate and gap: 6.109 eV nm^2
interaction with zero gap: 3.693 eV nm^2
crossover wavevector 1/(2d): 1.667 1/nm
q =  0.01 1/nm: eps_eff formula 2.4289, grid 2.4289
q =  0.10 1/nm: eps_eff formula 2.2592, grid 2.2592
q =  0.30 1/nm: eps_eff formula 1.9776, grid 1.9776
q =  1.00 1/nm: eps_eff formula 1.4811, grid 1.4811
q =  3.00 1/nm: eps_eff formula 1.1084, grid 1.1084
q = 10.00 1/nm: eps_eff formula 1.0015, grid 1.0015
bare repulsion at r = 1.0 nm: 1.440 eV
repulsion with substrate at r = 1.0 nm: 0.709 eV
real-space ratio at r = 1.0 nm: 2.030
Dirac velocity (rough): 1.0e+06 m/s
hbar*v*q: 0.658 eV
static response / (q/(hbar v)), summed: 0.2500
sheet term G: 3.436
eps_eff + G, with gap: 4.917
eps_eff + G, zero gap: 5.886
ratio of these two: 1.197
carrier density: 1.0e+12 1/cm^2
2*k_F: 0.354 1/nm
Fermi energy: 0.117 eV
thermal energy at 300 K: 0.0259 eV
response change by doping: 0.96 %
fast substrate permittivity (rough): 2.1
eps_eff with fast permittivity: 1.242
eps_eff at gap 0.25 nm: 1.560
eps_eff at gap 0.35 nm: 1.416
rms width of charge layer (rough): 0.07 nm
eps_eff with that width: 1.545
thin oxide: 2.0 nm on silicon of permittivity 11.7
eps_eff with thin oxide: 1.4882
shift of eps_eff, sheet polarization: +3.4364
shift of eps_eff, fast substrate response: -0.2392
shift of eps_eff, gap 0.05 nm smaller: +0.0789
shift of eps_eff, gap 0.05 nm larger: -0.0648
shift of eps_eff, layer thickness: +0.0636
shift of eps_eff, thin oxide on silicon: +0.0072
largest neglected effect: sheet polarization
```
